# Where does a Roth g factor near −0.32 for GaAs come from?: a numerical check

```python
# Result under test: the Roth g factor of an s-like conduction edge,
#   g = g0 - (2/3) Ep D / (Eg (Eg + D)),
# Eg = gap, D = split-off energy, Ep = momentum energy (all eV),
# g0 = free-electron g factor (positive convention).
# Independent road: Landau levels of the multiband k.p Hamiltonian,
# diagonalized in a finite magnetic field and extrapolated to zero field.
# Energies are in eV, lengths in angstrom, magnetic fields in tesla.
import numpy as np
from scipy import constants as sc

gap, split_off, momentum_energy = 1.519, 0.341, 28.8
g_free = abs(sc.physical_constants["electron g factor"][0])
mu_b = sc.physical_constants["Bohr magneton in eV/T"][0]
kinetic = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20   # hbar^2/2m, eV A^2

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
orbital_l = np.zeros((3, 3, 3), complex)
for c, a, b in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    orbital_l[c, a, b] = -1j
    orbital_l[c, b, a] = 1j
l_dot_sigma = sum(np.kron(orbital_l[c], pauli[c]) for c in range(3))


def landau_levels(field, multiplets, cross=0.0, n_osc=7):
    """Each multiplet is (energy of j=3/2, splitting, momentum energy)."""
    n_orb = 1 + 3 * len(multiplets)
    band = np.zeros((2 * n_orb, 2 * n_orb), complex)
    band[:2, :2] = gap * np.eye(2)
    for m, (e_upper, delta, _) in enumerate(multiplets):
        part = slice(2 + 6 * m, 8 + 6 * m)
        band[part, part] = (e_upper * np.eye(6)
                            + delta / 3 * (l_dot_sigma - np.eye(6)))
    if len(multiplets) == 2:
        band[2:8, 8:14] = cross / 3 * l_dot_sigma
        band[8:14, 2:8] = cross / 3 * l_dot_sigma
    band += g_free * mu_b * field / 2 * np.kron(np.eye(n_orb), pauli[2])
    length2 = sc.hbar / (sc.e * field) * 1e20
    lower = np.diag(np.sqrt(np.arange(1, n_osc)), 1)
    # Electron charge is negative: [kx, ky] = -i / length2.
    k_ops = [(lower + lower.T) / np.sqrt(2 * length2),
             1j * (lower - lower.T) / np.sqrt(2 * length2)]
    ham = np.kron(band, np.eye(n_osc))
    free = np.diag(kinetic * (2 * np.arange(n_osc) + 1) / length2)
    ham = ham + np.kron(np.eye(2 * n_orb), free)
    for axis in range(2):
        couple = np.zeros((n_orb, n_orb))
        for m, (_, _, ep) in enumerate(multiplets):
            couple[0, 1 + 3 * m + axis] = np.sqrt(ep * kinetic)
        couple = couple + couple.T
        ham = ham + np.kron(np.kron(couple, np.eye(2)), k_ops[axis])
    energies, vectors = np.linalg.eigh(ham)

    def conduction(n, spin):
        # Identify a level by its dominant s-like oscillator component.
        weight = np.abs(vectors[spin * n_osc + n])**2
        best = np.argmax(weight)
        assert weight[best] > 0.5
        return energies[best] - gap
    return conduction


def g_and_inverse_mass(field, multiplets, cross=0.0):
    level = landau_levels(field, multiplets, cross)
    g_value = (level(0, 0) - level(0, 1)) / (mu_b * field)
    spacing = (level(1, 0) + level(1, 1) - level(0, 0) - level(0, 1)) / 2
    return np.array([g_value, spacing / (2 * mu_b * field)])


def zero_field(multiplets, cross=0.0):
    # Remove the error that is linear in field.
    return (2 * g_and_inverse_mass(0.05, multiplets, cross)
            - g_and_inverse_mass(0.10, multiplets, cross))


def roth(eg, delta, ep):
    return g_free - 2 / 3 * ep * delta / (eg * (eg + delta))


def two_multiplet_formula(multiplets, cross):
    p = np.sqrt([m[2] for m in multiplets])
    h32 = np.diag([m[0] for m in multiplets]).astype(float)
    h12 = np.diag([m[0] - m[1] for m in multiplets]).astype(float)
    h32[0, 1] = h32[1, 0] = cross / 3
    h12[0, 1] = h12[1, 0] = -2 * cross / 3
    a32 = p @ np.linalg.solve(gap * np.eye(2) - h32, p)
    a12 = p @ np.linalg.solve(gap * np.eye(2) - h12, p)
    return np.array([g_free - 2 / 3 * (a32 - a12), 1 + (2 * a32 + a12) / 3])


# Valence projectors and energies from direct diagonalization.
spin_orbit_values = np.linalg.eigvalsh(l_dot_sigma)
assert np.allclose(spin_orbit_values, [-2, -2, 1, 1, 1, 1])
valence_h = split_off / 3 * (l_dot_sigma - np.eye(6))
resolvent = np.linalg.inv(gap * np.eye(6) - valence_h)
projected = ((2 * np.eye(6) + l_dot_sigma) / (3 * gap)
             + (np.eye(6) - l_dot_sigma) / (3 * (gap + split_off)))
assert np.allclose(resolvent, projected, atol=1e-12)

# Edge formulas against Landau levels, also for a second parameter set.
valence = (0.0, split_off, momentum_energy)
g_roth = roth(gap, split_off, momentum_energy)
inverse_mass = 1 + momentum_energy / 3 * (2 / gap + 1 / (gap + split_off))
g_numeric, inverse_mass_numeric = zero_field([valence])
assert abs(g_numeric - g_roth) < 2e-5
assert abs(inverse_mass_numeric / inverse_mass - 1) < 2e-5
other = zero_field([(0.0, 0.8, 20.0)])
assert abs(other[0] - roth(gap, 0.8, 20.0)) < 2e-5
g_no_so = zero_field([(0.0, 0.0, momentum_energy)])[0]
assert abs(g_no_so - g_free) < 2e-5
assert abs(g_roth + 0.32) < 0.01

# Sensitivity of the cancellation.
ep_zero = g_free * 1.5 * gap * (gap + split_off) / split_off
assert abs(zero_field([(0.0, split_off, ep_zero)])[0]) < 2e-5
shift_ep = roth(gap, split_off, momentum_energy + 1) - g_roth

# Finite field and finite transverse kinetic energy.
g_ten = g_and_inverse_mass(10.0, [valence])[0]
thermal = sc.k * 300 / sc.e
cyclotron = 2 * mu_b * inverse_mass
n_warm = int(round(1.5 * thermal / cyclotron - 0.5))
warm = landau_levels(1.0, [valence], n_osc=n_warm + 7)
warm_energy = (warm(n_warm, 0) + warm(n_warm, 1)) / 2
g_warm = (warm(n_warm, 0) - warm(n_warm, 1)) / mu_b
assert g_ten > g_roth and g_warm > g_roth
warm_gap = 1.42   # rough room-temperature gap
g_warm_gap = roth(warm_gap, split_off, momentum_energy)

# Rough parameters of the higher p-like conduction multiplet.
upper_distance, upper_split, upper_ep, cross_so = 3.0, 0.17, 2.5, 0.06
upper = (gap + upper_distance + upper_split, upper_split, upper_ep)
remote = {}
for coupling in (0.0, cross_so, -cross_so):
    remote[coupling] = zero_field([valence, upper], coupling)
    expected = two_multiplet_formula([valence, upper], coupling)
    assert abs(remote[coupling][0] - expected[0]) < 3e-5
    assert abs(remote[coupling][1] / expected[1] - 1) < 3e-5
remote_shift = (-2 / 3 * upper_ep * upper_split
                / (upper_distance * (upper_distance + upper_split)))
assert abs(remote[0.0][0] - g_numeric - remote_shift) < 3e-5

splitting = abs(g_roth) * mu_b
print(f"Input gap: {gap:.3f} eV")
print(f"Input split-off energy: {split_off:.3f} eV")
print(f"Input momentum energy: {momentum_energy:.1f} eV")
print(f"Free-electron g factor: {g_free:.5f} (no unit)")
print(f"hbar^2/2m: {kinetic:.4f} eV angstrom^2")
print(f"Momentum parameter P: {np.sqrt(momentum_energy*kinetic):.3f} eV angstrom")
print(f"Gap plus split-off energy: {gap+split_off:.3f} eV")
print(f"Product of denominators: {gap*(gap+split_off):.5f} eV^2")
print(f"Numerator (2/3) Ep D: {2/3*momentum_energy*split_off:.4f} eV^2")
print(f"Orbital shift of g: {g_roth-g_free:.5f} (no unit)")
print(f"Roth g factor: {g_roth:.5f} (no unit)")
print(f"Roth g factor with g0 = 2: {g_roth-g_free+2:.5f} (no unit)")
print(f"Landau-level g, zero-field limit: {g_numeric:.5f} (no unit)")
print(f"Landau-level g without spin-orbit: {g_no_so:.5f} (no unit)")
print(f"Inverse mass, formula: {inverse_mass:.4f} (free-electron units)")
print(f"Inverse mass, Landau: {inverse_mass_numeric:.4f} (free-electron units)")
print(f"Effective mass: {1/inverse_mass:.4f} free-electron masses")
print(f"Spin splitting at 1 T: {splitting:.4e} eV")
print(f"Same splitting converted: {splitting*1e6:.2f} micro-eV")
print(f"Temperature with kT equal to it: {splitting*sc.e/sc.k:.3f} K")
print(f"Momentum energy at which g = 0: {ep_zero:.3f} eV")
print(f"Shift of g for +1 eV in Ep: {shift_ep:.4f} (no unit)")
print(f"Lowest-level g at 10 T: {g_ten:.4f} (no unit)")
print(f"Thermal energy kT at 300 K: {thermal:.5f} eV")
print(f"Warm Landau level index at 1 T: {n_warm} (no unit)")
print(f"Kinetic energy of that level: {warm_energy:.5f} eV")
print(f"g of that level: {g_warm:.4f} (no unit)")
print(f"Rough gap at 300 K: {warm_gap:.2f} eV")
print(f"Roth g with that gap: {g_warm_gap:.4f} (no unit)")
print(f"Rough distance to upper j=1/2 level: {upper_distance:.1f} eV")
print(f"Rough upper multiplet splitting: {upper_split:.2f} eV")
print(f"Rough upper momentum energy: {upper_ep:.1f} eV")
print(f"Rough inter-multiplet spin-orbit size: {cross_so:.2f} eV")
print(f"Upper multiplet shift of g: {remote_shift:.4f} (no unit)")
for coupling, label in ((0.0, "zero"), (cross_so, "plus"), (-cross_so, "minus")):
    print(f"g with upper multiplet, {label} coupling: {remote[coupling][0]:.4f} (no unit)")
    print(f"Mass with upper multiplet, {label}: {1/remote[coupling][1]:.4f} free masses")
print("verified")
```

It prints:

```
Input gap: 1.519 eV
Input split-off energy: 0.341 eV
Input momentum energy: 28.8 eV
Free-electron g factor: 2.00232 (no unit)
hbar^2/2m: 3.8100 eV angstrom^2
Momentum parameter P: 10.475 eV angstrom
Gap plus split-off energy: 1.860 eV
Product of denominators: 2.82534 eV^2
Numerator (2/3) Ep D: 6.5472 eV^2
Orbital shift of g: -2.31731 (no unit)
Roth g factor: -0.31499 (no unit)
Roth g factor with g0 = 2: -0.31731 (no unit)
Landau-level g, zero-field limit: -0.31499 (no unit)
Landau-level g without spin-orbit: 2.00232 (no unit)
Inverse mass, formula: 18.8012 (free-electron units)
Inverse mass, Landau: 18.8012 (free-electron units)
Effective mass: 0.0532 free-electron masses
Spin splitting at 1 T: 1.8233e-05 eV
Same splitting converted: 18.23 micro-eV
Temperature with kT equal to it: 0.212 K
Momentum energy at which g = 0: 24.885 eV
Shift of g for +1 eV in Ep: -0.0805 (no unit)
Lowest-level g at 10 T: -0.2757 (no unit)
Thermal energy kT at 300 K: 0.02585 eV
Warm Landau level index at 1 T: 17 (no unit)
Kinetic energy of that level: 0.03731 eV
g of that level: -0.1841 (no unit)
Rough gap at 300 K: 1.42 eV
Roth g with that gap: -0.6159 (no unit)
Rough distance to upper j=1/2 level: 3.0 eV
Rough upper multiplet splitting: 0.17 eV
Rough upper momentum energy: 2.5 eV
Rough inter-multiplet spin-orbit size: 0.06 eV
Upper multiplet shift of g: -0.0298 (no unit)
g with upper multiplet, zero coupling: -0.3448 (no unit)
Mass with upper multiplet, zero: 0.0556 free masses
g with upper multiplet, plus coupling: -0.2185 (no unit)
Mass with upper multiplet, plus: 0.0556 free masses
g with upper multiplet, minus coupling: -0.4746 (no unit)
Mass with upper multiplet, minus: 0.0556 free masses
verified
```
